# Normalized Dirac-Coulomb bound states from two confluent hypergeometric polynomials

An electron moves in the field of a point nucleus of charge $Z$ and infinite mass. In atomic units its Hamiltonian is
$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2-\frac Zr ,$$
and its energy $E$ includes the rest energy $c^2$. Finite nuclear size, recoil and radiative corrections are left out. We seek the bound states with $-c^2<E<c^2$, in the form
$$\psi=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa m}\end{pmatrix},\qquad \int_0^\infty(P^2+Q^2)\,dr=1 .$$
The spin-angular functions $\chi_{\kappa m}$ are normalized and obey
$$\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa m}=-(\kappa+1)\chi_{\kappa m},\qquad \sigma_r\chi_{\kappa m}=-\chi_{-\kappa m},\qquad \sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}.$$
The upper component has $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. We write $\varepsilon=E/c^2$ and $\zeta=Z/c$.

## (a) Find the radial equations and the behaviour of their solutions at small and large $r$.

**Solution.** Since $\sigma_r^2=1$ and $\sigma_r\,\boldsymbol\sigma\cdot\mathbf p=\hat{\mathbf r}\cdot\mathbf p+i\boldsymbol\sigma\cdot(\hat{\mathbf r}\times\mathbf p)$,
$$\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r\left(\partial_r-\frac{\boldsymbol\sigma\cdot\mathbf L}{r}\right).$$
Acting on the upper component, this gives
$$\boldsymbol\sigma\cdot\mathbf p\,\frac Pr\chi_{\kappa m}=i\left(\partial_r+\frac{\kappa+1}{r}\right)\frac Pr\,\chi_{-\kappa m}=\frac ir\left(P'+\frac{\kappa P}{r}\right)\chi_{-\kappa m}.$$
For the lower component, $\kappa$ changes sign and the factor $i$ in front of $Q$ gives $i\cdot i=-1$. The lower and upper rows of $h\psi=E\psi$ become
$$P'+\frac{\kappa}{r}P=\left[c(1+\varepsilon)+\frac\zeta r\right]Q,\qquad
Q'-\frac{\kappa}{r}Q=\left[c(1-\varepsilon)-\frac\zeta r\right]P .$$

At small $r$ the $1/r$ terms dominate. Inserting $P\simeq p\,r^s$ and $Q\simeq q\,r^s$ gives $(s+\kappa)p=\zeta q$ and $(s-\kappa)q=-\zeta p$, so $s^2=\kappa^2-\zeta^2$. We define
$$\gamma=\sqrt{\kappa^2-\zeta^2},\qquad Z<c|\kappa| ,$$
where the condition keeps $\gamma$ real and positive. We keep $s=+\gamma$. The solution with $s=-\gamma$ is not square integrable if $\gamma\ge\frac12$. If $\gamma<\frac12$ it is, but its Coulomb energy contains $\int_0 r^{-2\gamma-1}dr$, which diverges. Finite Coulomb energy is then an additional condition that selects the solution.

At large $r$ the equations reduce to $P'=c(1+\varepsilon)Q$ and $Q'=c(1-\varepsilon)P$. Hence $P''=\lambda^2P$ with
$$\lambda=c\sqrt{1-\varepsilon^2},$$
and a bound state must decay as $e^{-\lambda r}$, up to a power of $r$.

## (b) Find combinations of $P$ and $Q$ for which the constant part of the equations is diagonal.

**Solution.** Let $a_\pm=\sqrt{1\pm\varepsilon}$, so that $\lambda=c\,a_+a_-$, and let $x=2\lambda r$. Put $P=a_+u$ and $Q=a_-v$, and divide the radial equations by $2\lambda$. The constant coefficient in the first equation becomes
$$\frac{c\,a_+^2}{2c\,a_+a_-}\,\frac{a_-}{a_+}=\frac12 ,$$
and the second works in the same way. With primes now denoting $d/dx$,
$$u'=-\frac\kappa xu+\left[\frac12+\frac{\zeta a_-}{a_+x}\right]v,\qquad
v'=\frac\kappa xv+\left[\frac12-\frac{\zeta a_+}{a_-x}\right]u .$$
The constant part couples $u$ and $v$ symmetrically, so it is diagonal in $f=(u+v)/2$ and $g=(u-v)/2$. Thus
$$P=\sqrt{1+\varepsilon}\,(f+g),\qquad Q=\sqrt{1-\varepsilon}\,(f-g).$$
Half the sum and half the difference of the two equations are
$$f'=\frac f2-\frac\kappa xg+\frac{\zeta}{2x}\left[\frac{a_-}{a_+}(f-g)-\frac{a_+}{a_-}(f+g)\right],$$
$$g'=-\frac g2-\frac\kappa xf+\frac{\zeta}{2x}\left[\frac{a_-}{a_+}(f-g)+\frac{a_+}{a_-}(f+g)\right].$$
We use
$$\frac{a_+}{a_-}+\frac{a_-}{a_+}=\frac{2}{a_+a_-},\qquad \frac{a_+}{a_-}-\frac{a_-}{a_+}=\frac{2\varepsilon}{a_+a_-},$$
and define
$$N=\frac{\zeta}{\sqrt{1-\varepsilon^2}},\qquad \nu=\varepsilon N .$$
Then
$$f'=\left(\frac12-\frac\nu x\right)f-\frac{N+\kappa}{x}g,\qquad
g'=\left(-\frac12+\frac\nu x\right)g+\frac{N-\kappa}{x}f .$$
The definitions also give $\lambda N=c\zeta=Z$, that is $\lambda=Z/N$, and $N^2-\nu^2=\zeta^2=\kappa^2-\gamma^2$. Therefore
$$N^2-\kappa^2=\nu^2-\gamma^2 .$$

## (c) Determine the allowed energies. Which states exist for each sign of $\kappa$?

**Solution.** Set $f=x^\gamma e^{-x/2}F$ and $g=x^\gamma e^{-x/2}G$. Differentiating the prefactor adds $\gamma/x-\frac12$, so
$$xF'=(x-\nu-\gamma)F-(N+\kappa)G,\qquad xG'=(\nu-\gamma)G+(N-\kappa)F .$$

*Case $N\ne\kappa$.* The second equation gives $(N-\kappa)F=xG'-(\nu-\gamma)G$. Apply $x\,d/dx$ to the second equation and insert the first:
$$x^2G''+xG'=(\nu-\gamma)xG'+(x-\nu-\gamma)\left[xG'-(\nu-\gamma)G\right]-(N^2-\kappa^2)G .$$
The terms in $G'$ on the right add up to $(x-2\gamma)xG'$. The terms in $G$ are
$$-(\nu-\gamma)x+(\nu^2-\gamma^2)-(N^2-\kappa^2)=-(\nu-\gamma)x .$$
Dividing by $x$, we obtain Kummer's equation
$$xG''+(2\gamma+1-x)G'+(\nu-\gamma)G=0 .$$
For the solution regular at the origin, $G=\sum_kg_kx^k$, the coefficients obey
$$g_{k+1}=\frac{k-(\nu-\gamma)}{(k+1)(k+2\gamma+1)}\,g_k .$$
This is Kummer's series
$$M(a,b,x)=\sum_{k\ge0}\frac{(a)_k}{(b)_k}\frac{x^k}{k!},\qquad (a)_k=a(a+1)\cdots(a+k-1),\quad (a)_0=1,$$
with $a=-(\nu-\gamma)$ and $b=2\gamma+1$. If it does not terminate, $(k+1)g_{k+1}/g_k\to1$. For any $\delta>0$ the late terms then have one sign and grow at least as fast as those of $e^{(1-\delta)x}$. Taking $\delta<\frac12$ shows that $g$ diverges. The series must therefore terminate:
$$\nu-\gamma=n_r,\qquad n_r=0,1,2,\dots$$
For $n_r=0$ we have $N^2=\kappa^2$. Since $N>0$ and $N\ne\kappa$, this requires $\kappa<0$.

*Case $N=\kappa$, with $\kappa>0$.* The elimination fails here, so we return to the first-order pair. Now $\nu=\pm\gamma$ and $xG'=(\nu-\gamma)G$.

- If $\nu=\gamma$, then $G=G_0$ is constant and $xF'=(x-2\gamma)F-2\kappa G_0$. The regular series $F=\sum_kf_kx^k$ has $f_0=-\kappa G_0/\gamma$ and $f_{k+1}=f_k/(k+1+2\gamma)$. It does not terminate and, by the argument above, $f$ diverges unless $G_0=0$. The remaining solution $F\propto x^{-2\gamma}e^x$ is excluded at the origin.
- If $\nu=-\gamma$, then $G\propto x^{-2\gamma}$ is excluded at the origin. With $G=0$, $F\propto e^x$ is excluded at infinity.

There is no bound state in this case. Hence $n_r=0,1,2,\dots$ for $\kappa<0$ and $n_r=1,2,\dots$ for $\kappa>0$, with
$$N=\sqrt{(n_r+\gamma)^2+\zeta^2},\qquad E=c^2\,\frac{n_r+\gamma}{N}.$$
The energy depends on $n_r$ and $|\kappa|$, so $2s_{1/2}$ and $2p_{1/2}$ are degenerate in this model.

## (d) Express $P$ and $Q$ through two polynomials, up to a common constant.

**Solution.** With $G\propto M(-n_r,b,x)$, the function $F$ follows from $(N-\kappa)F=xG'-n_rG$. This has the form $xM'+aM$ with $a=-n_r$. In the series, $x\,d/dx$ multiplies the term $x^k$ by $k$, and $(a+k)(a)_k=(a)_{k+1}=a(a+1)_k$. Hence
$$xM'(a,b,x)+aM(a,b,x)=a\,M(a+1,b,x).$$
Choosing the common factor so that no denominator remains,
$$G=A(N-\kappa)M(-n_r,b,x),\qquad F=-A\,n_r\,M(1-n_r,b,x).$$
Since $P\propto F+G$ and $Q\propto F-G$,
$$P=A\sqrt{1+\tfrac{E}{c^2}}\;x^\gamma e^{-x/2}\left[(N-\kappa)M(-n_r,2\gamma+1,x)-n_rM(1-n_r,2\gamma+1,x)\right],$$
$$Q=-A\sqrt{1-\tfrac{E}{c^2}}\;x^\gamma e^{-x/2}\left[(N-\kappa)M(-n_r,2\gamma+1,x)+n_rM(1-n_r,2\gamma+1,x)\right].$$
For $n_r=0$ the second term is absent. The overall sign is free. The relative sign of $P$ and $Q$ is fixed by the factor $i$ and the phases of $\chi_{\pm\kappa m}$ chosen at the start.

## (e) Find $A>0$ and the separate weights of the two components.

**Solution.** Write $M_n=M(-n,b,x)$ with $b=2\gamma+1$. Leibniz' rule gives
$$\frac{d^n}{dx^n}\left(x^{n+b-1}e^{-x}\right)=e^{-x}\sum_{k=0}^n\binom nk(-1)^k\frac{(b)_n}{(b)_k}x^{k+b-1}=(b)_n\,x^{b-1}e^{-x}M_n ,$$
because $(-1)^k\binom nk=(-n)_k/k!$. Insert this for $M_n$ in $\int_0^\infty x^{b-1}e^{-x}M_mM_n\,dx$ with $m\le n$, and integrate by parts $n$ times. The boundary terms vanish because $b>1$. What remains contains $d^nM_m/dx^n$, which is zero for $m<n$: the polynomials are orthogonal. For $m=n$ the leading coefficient of $M_n$ is $(-1)^n/(b)_n$, so $d^nM_n/dx^n=(-1)^nn!/(b)_n$. The integrations by parts supply another $(-1)^n$, and
$$I_n=\int_0^\infty x^{b-1}e^{-x}M_n^2\,dx=\frac{n!\,\Gamma(n+b)}{(b)_n^2}=\frac{n!\,\Gamma(b)^2}{\Gamma(n+b)} .$$

For the norm, the sum of squares is
$$P^2+Q^2=(1+\varepsilon)(f+g)^2+(1-\varepsilon)(f-g)^2=2(f^2+g^2)+4\varepsilon fg .$$
The product $fg$ carries the weight $x^{2\gamma}e^{-x}=x^{b-1}e^{-x}$ and two polynomials of different degree, so its integral vanishes. With $dr=dx/(2\lambda)$,
$$1=\frac1\lambda\int_0^\infty(f^2+g^2)\,dx=\frac{A^2}{\lambda}\left[(N-\kappa)^2I_{n_r}+n_r^2I_{n_r-1}\right].$$
Since $I_{n_r-1}=I_{n_r}(n_r+2\gamma)/n_r$, the second term is $n_r(n_r+2\gamma)I_{n_r}$. By part (b), $n_r(n_r+2\gamma)=\nu^2-\gamma^2=N^2-\kappa^2$. The bracket is therefore
$$\left[(N-\kappa)^2+(N-\kappa)(N+\kappa)\right]I_{n_r}=2N(N-\kappa)I_{n_r}.$$
For $n_r=0$ the second term is zero and the same result holds. With $\lambda=Z/N$,
$$A=\frac{1}{\Gamma(2\gamma+1)}\sqrt{\frac{Z\,\Gamma(n_r+2\gamma+1)}{2N^2(N-\kappa)\,n_r!}} .$$

The vanishing of $\int fg\,dx$ also separates the weights:
$$\int_0^\infty P^2dr=\frac{1+\varepsilon}{2\lambda}\int_0^\infty(f^2+g^2)\,dx=\frac{1+\varepsilon}2,\qquad \int_0^\infty Q^2dr=\frac{1-\varepsilon}2 .$$
The squared prefactors are thus twice the weights of the two components. A more deeply bound state has a larger lower component.

## (f) Examine the nonrelativistic limit and the behaviour at the nucleus.

**Solution.** Let $c\to\infty$ at fixed $Z$ and fixed $W=E-c^2$. The radial equations become $P'+\kappa P/r=2cQ$ and $Q'-\kappa Q/r=-(W+Z/r)P/c$. Eliminating $Q$ gives
$$P''-\frac{\kappa(\kappa+1)}{r^2}P+2\left(W+\frac Zr\right)P=0 ,$$
which is the Schrödinger equation, since $\kappa(\kappa+1)=l(l+1)$ for both signs of $\kappa$. The weight of $P$ tends to 1, so $P$ tends to the normalized Schrödinger function up to a sign.

The power of $r$ at the origin emerges differently for the two signs. In the limit $\gamma\to|\kappa|$ and $N\to n_r+|\kappa|$. For $\kappa<0$ the bracket in $P$ tends to $2|\kappa|$ at $x=0$, and $P\sim x^{|\kappa|}=x^{l+1}$. For $\kappa>0$ we have $N-\kappa\to n_r$, so the constant terms of the two polynomials cancel. The linear term, $-n_rx/b$, survives and again gives $P\sim x^{\kappa+1}=x^{l+1}$. This holds once the limit is taken at fixed $x$. At finite $\zeta$ the constant term $N-\kappa-n_r\simeq-n_r\zeta^2/[2\kappa(n_r+\kappa)]$ is not zero, so $P\sim x^\gamma$ at the origin itself. With $x=2Zr/N$, the linear term overtakes it at $Zr\approx b\zeta^2/(4\kappa)$, whatever $n_r$ is, and for small $\zeta$ the power $l+1$ is seen in the range $\zeta^2\ll Zr\ll1$.

A normalized Schrödinger radial function has the form $\sqrt Z\,\phi(Zr)$, with $\phi$ independent of $Z$. The numerical check therefore compares $P/\sqrt Z$ with $\phi$ for three states, at equal values of $Zr$. From $Z=1$ to $Z=2$ the largest deviation of this scaled function grows by a factor 4.000, as expected for a correction of order $\zeta^2$.

At finite $\zeta$ and $|\kappa|=1$ we have $\gamma<1$. The density $(P^2+Q^2)/r^2\sim r^{2\gamma-2}$ then diverges at the nucleus, though it remains integrable. This belongs to the point-charge model: a nucleus of finite size has a finite potential at its centre. For such a nucleus the formulas above do not apply inside it, and outside it they are only approximate. The energy shifts, and the solution with $s=-\gamma$ is no longer excluded, because the region outside does not reach $r=0$.

## (g) Evaluate the $2s_{1/2}$ state of hydrogen-like mercury, $Z=80$.

**Solution.** Here $\kappa=-1$, $n_r=1$ and $\zeta=80/137.036=0.58379$. The digits below are those of the point-nucleus model, not a prediction of that accuracy for the real ion. A uniformly charged nucleus with an rms radius of about 5.4 fm lowers the binding energy by 9 eV and changes the values of $P$, $Q$, $r_P$ and $r_Q$ given below by about one unit in the last digit; radiative corrections and recoil come on top of this. The parameters are
$$\gamma=\sqrt{1-0.58379^2}=0.81191,\qquad b=2.62381,$$
$$N=\sqrt{1.81191^2+0.58379^2}=1.90363,\qquad \varepsilon=\frac{1.81191}{1.90363}=0.95182 .$$
The binding energy $c^2-E=c^2(1-\varepsilon)$ is 24 622 eV (904.85 hartree). The component weights are $(1+\varepsilon)/2=0.9759$ and $(1-\varepsilon)/2=0.0241$.

The decay constant is $\lambda=79.416$ Å$^{-1}$. For $n_r=1$, $\Gamma(b+1)=b\,\Gamma(b)$ reduces the normalization to
$$A=\sqrt{\frac{\lambda b}{2N(N+1)\Gamma(b)}}=3.5985\ \text{Å}^{-1/2}.$$
At $r=0.005$ Å, $x=2(79.416)(0.005)=0.79416$ and $M(-1,b,x)=1-x/b=0.69733$. The two brackets are
$$2.90363(0.69733)-1=1.0248,\qquad 2.90363(0.69733)+1=3.0248 ,$$
and the prefactors are $\sqrt{1+\varepsilon}=1.39707$ and $\sqrt{1-\varepsilon}=0.21951$. Hence
$$P=1.39707\,(3.5985)\,x^\gamma e^{-x/2}(1.0248)=2.872\ \text{Å}^{-1/2},$$
$$Q=-0.21951\,(3.5985)\,x^\gamma e^{-x/2}(3.0248)=-1.332\ \text{Å}^{-1/2}.$$
Direct numerical integration of the radial equations, which does not use the closed form, gives the same values.

The zeros follow from the brackets. $P$ vanishes when $(N+1)(1-x/b)=1$, and $Q$ when $(N+1)(1-x/b)=-1$:
$$r_P=\frac{b}{2\lambda}\,\frac{N}{N+1}=0.01083\ \text{Å},\qquad r_Q=\frac{b}{2\lambda}\,\frac{N+2}{N+1}=0.02221\ \text{Å}.$$
Each function has this one zero at finite $r>0$, and the two do not coincide. The radial density $P^2+Q^2$ of this state therefore has no node there, unlike that of the Schrödinger $2s$ state.

## Calculated quantities

```
Hydrogen-like mercury, point nucleus, state 2s1/2
Z = 80, kappa = -1, n_r = 1
speed of light c = 137.035999 a.u.
zeta = Z/c = 0.583788
gamma = 0.811906
2 gamma + 1 = 2.623812
N = 1.903631
N - kappa = 2.903631
eps = E/c^2 = 0.951816
sqrt(1+eps) = 1.397074
sqrt(1-eps) = 0.219509
lambda = 79.41564 1/angstrom
A = 3.598480 angstrom^(-1/2)
binding energy, formula = 24622.163 eV
binding energy, formula = 904.84778 hartree
binding energy, integration = 24622.163 eV
weight of P: formula 0.975908, integration 0.975908
weight of Q: formula 0.024092
node of P at 0.010830 angstrom
node of Q at 0.022209 angstrom
r = 0.005 angstrom: x = 0.794156, M(-1) = 0.697327
  formula P = 2.87246, Q = -1.33214 angstrom^(-1/2)
  integr. P = 2.87246, Q = -1.33214 angstrom^(-1/2)
r = 0.03 angstrom: x = 4.764938, M(-1) = -0.816036
  formula P = -5.55553, Q = 0.35477 angstrom^(-1/2)
  integr. P = -5.55553, Q = 0.35477 angstrom^(-1/2)
Levels at Z = 80: binding (eV) by formula and by integration,
A (angstrom^(-1/2)), weight of P by integration
1s1/2 kappa=-1 n_r=0 96115.84 96115.84 5.09555 0.90595
2s1/2 kappa=-1 n_r=1 24622.16 24622.16 3.59848 0.97591
3s1/2 kappa=-1 n_r=2 10669.14 10669.14 2.78045 0.98956
2p1/2 kappa= 1 n_r=1 24622.16 24622.16 6.45051 0.97591
3p1/2 kappa= 1 n_r=2 10669.14 10669.14 3.99888 0.98956
2p3/2 kappa=-2 n_r=0 22253.68 22253.68 0.50501 0.97823
3p3/2 kappa=-2 n_r=1 9963.25 9963.25 0.66996 0.99025
3d3/2 kappa= 2 n_r=1 9963.25 9963.25 1.51598 0.99025
scan range: 113199 to 7837 eV
levels found there: kappa=-1: 3, kappa=1: 2, kappa=-2: 2, kappa=2: 1
largest relative energy difference = 5.4e-12
largest relative function difference = 6.0e-10
largest overlap-matrix error = 4.1e-14
largest error of the weight of P = 4.1e-14
Deviation of P from Schroedinger, Z=1 (a.u.), and ratio Z=2/Z=1
n=2 l=0 kappa=-1: 1.566e-05, ratio 4.0002
n=2 l=1 kappa= 1: 1.230e-05, ratio 4.0002
n=3 l=1 kappa=-2: 4.381e-06, ratio 4.0001
```
